\section*{Energy derivatives of the radial function and their orthogonality in the sphere}

\section{Statement}

Consider a sphere of radius $R$ with a spherical potential $V(r)$. In Hartree atomic units, the radial Hamiltonian for angular momentum $l$ is
\begin{equation}
h=-\frac12\,\frac1r\frac{d^2}{dr^2}\,r+\frac{l(l+1)}{2r^2}+V(r).
\label{h}
\end{equation}
The potential is real, independent of the energy $E$, and continuous for $0<r\le R$, with $rV(r)$ bounded; a nuclear $-Z/r$ is allowed. Let $u(r,E)$ be the real solution of $hu=Eu$ that is regular at the origin. No condition is imposed at $r=R$, so a solution exists for every $E$, and $E$ is a continuous parameter. Dots and superscripts $(n)$ denote derivatives with respect to $E$ at fixed $r$, primes denote derivatives with respect to $r$, and
\begin{equation}
\langle a|b\rangle=\int_0^R a(r)\,b(r)\,r^2\,dr .
\end{equation}

\textbf{Theorem.} (a) If $u$ is scaled by any factor that varies smoothly with $E$, then
\begin{equation}
(h-E)\dot u=u,\qquad (h-E)u^{(n)}=n\,u^{(n-1)}\quad(n\ge1).
\label{main}
\end{equation}
(b) If, in addition, $\langle u|u\rangle=1$ at every $E$, with a sign that does not jump, then
\begin{equation}
\langle u|\dot u\rangle=0 .
\label{orth}
\end{equation}

Part (a) comes from the differential equation and part (b) from the normalization. Neither implies the other.

\section{Two lemmas on regular solutions}

Write $P=ru=r^{l+1}f$. A solution is called regular if $f$ and $f'$ are bounded near $r=0$.

\textbf{Lemma 1.} The regular solution with $f(0)=1$ has energy derivatives of every order. They are regular, and $E$- and $r$-derivatives may be interchanged.

\emph{Proof.} Multiplying $hu=Eu$ by $r$ gives
\begin{equation}
-\tfrac12P''+\frac{l(l+1)}{2r^2}P+VP=EP .
\label{P}
\end{equation}
The product rule gives
\begin{equation}
P''=r^{l+1}f''+2(l+1)r^lf'+l(l+1)r^{l-1}f .
\end{equation}
The last term cancels the centrifugal term in (\ref{P}). Multiplying the rest by $-2r^{l+1}$ leaves
\begin{equation}
\left(r^{2l+2}f'\right)'=2r^{2l+2}(V-E)f .
\label{f}
\end{equation}
Integrating twice from the origin, with $f(0)=1$,
\begin{equation}
f(r)=1+\int_0^r\!\frac{ds}{s^{2l+2}}\int_0^s\!2t^{2l+2}\,[V(t)-E]\,f(t)\,dt .
\label{int}
\end{equation}
Solve this by iteration: $f=\sum_jf_j$, where $f_0=1$ and $f_{j+1}$ is the double integral with $f_j$ in place of $f$. For $E$ in a bounded region of the complex plane there is a constant $M$ with $2t|V(t)-E|\le M$. If $|f_j|\le(Mr)^j/j!$, the inner integral is at most $M^{j+1}s^{2l+2+j}/j!$, and the outer one then gives $|f_{j+1}|\le(Mr)^{j+1}/(j+1)!$. The bound holds for $j=0$, hence for all $j$, and the series converges uniformly. Each $f_j$ is a polynomial in $E$. A uniformly convergent series of polynomials in a complex variable is analytic in it, so all energy derivatives exist. They may be taken under the integrals in (\ref{int}). Differentiating the result once with respect to $r$ shows that $\partial_Ef'=(\dot f)'$ and that this is bounded; differentiating again gives the same interchange for $f''$ at $r>0$. Higher orders follow in the same way. $\square$

The norm integral of this solution is positive and smooth in $E$. Dividing by its square root gives a normalized $u$ that is also smooth, so the hypothesis of part (b) can be met.

\textbf{Lemma 2.} At a given $E$, two regular solutions of $(h-E)y=u$ differ by a multiple of $u$.

\emph{Proof.} Their difference $d$ is regular and obeys $(h-E)d=0$. Let $P=r^{l+1}f$ belong to $u$ and $Q=r^{l+1}g$ to $d$. By (\ref{P}), $P''$ and $Q''$ equal the same function of $r$ times $P$ and $Q$, so $(PQ'-P'Q)'=PQ''-P''Q=0$ and $PQ'-P'Q$ is constant. It equals $r^{2l+2}(fg'-f'g)$, which vanishes at the origin, so the constant is zero. Then $Q/P$ has zero derivative wherever $P\ne0$, and $Q=cP$ on such an interval. Since $Q-cP$ and its slope vanish there, the second-order equation carries $Q=cP$ to all $r$. $\square$

\section{Proof of the theorem}

\emph{Part (a).} Differentiate $(h-E)u=0$ with respect to $E$. The operator $h$ contains no $E$, and by Lemma 1 its $r$-derivatives commute with $\partial_E$. The product rule leaves
\begin{equation}
(h-E)\dot u-u=0 ,
\end{equation}
which is the case $n=1$. Suppose (\ref{main}) holds for some $n$. Differentiating it gives
\begin{equation}
(h-E)u^{(n+1)}-u^{(n)}=n\,u^{(n)} ,
\end{equation}
so $(h-E)u^{(n+1)}=(n+1)u^{(n)}$. The factor $n$ counts how often the derivative has fallen on the explicit $-E$.

\emph{Part (b).} The limits of integration do not depend on $E$, so
\begin{equation}
0=\frac{d}{dE}\int_0^Ru^2r^2\,dr=2\int_0^Ru\,\dot u\,r^2\,dr=2\langle u|\dot u\rangle .\qquad\square
\end{equation}

\textbf{Remark 1: what the normalization selects.} Let $u=N(E)w$, where $w$ is another smooth scaling. Then $\dot u=N\dot w+\dot Nw$. The second term is a multiple of $u$, which $h-E$ annihilates, so the differential equation cannot detect it. The normalization fixes its size. In practice one may take any regular solution $y$ of $(h-E)y=u$. By Lemma 2, $\dot u=y+cu$, and (\ref{orth}) requires $0=\langle u|y\rangle+c$. Hence
\begin{equation}
\dot u=y-u\,\langle u|y\rangle .
\label{proj}
\end{equation}

\textbf{Remark 2: where the result fails.} If $h$ itself depends on $E$, as in the scalar-relativistic radial equation, whose mass term contains $E$, the same differentiation gives $(h-E)\dot u=u-(\partial h/\partial E)u$, and (\ref{main}) does not hold as written. If the normalized $u$ is replaced by $\tilde u=e^{i\theta(E)}u$, the overlap taken with the complex conjugate on the left is $\int_0^R\tilde u^*\,\dot{\tilde u}\,r^2\,dr=i\dot\theta$, which is not zero in general; this is why $u$ is taken real.

\textbf{Remark 3: higher derivatives.} Differentiating $\langle u|\dot u\rangle=0$ once and then again gives
\begin{align}
\langle\dot u|\dot u\rangle+\langle u|\ddot u\rangle&=0,\label{second}\\
3\langle\dot u|\ddot u\rangle+\langle u|u^{(3)}\rangle&=0.\label{third}
\end{align}
In (\ref{third}), two of the three equal terms come from $\langle\dot u|\dot u\rangle$ and one from $\langle u|\ddot u\rangle$. Since $\dot u$ cannot vanish identically, by $(h-E)\dot u=u$, the function $\ddot u$ is never orthogonal to $u$.

\section{The surface term}

The theorem seems to contain a contradiction. From (\ref{main}), $\langle u|(h-E)\dot u\rangle=\langle u|u\rangle=1$. If $h$ could be moved to the left, the same quantity would be $\langle(h-E)u|\dot u\rangle=0$. The difference is a surface term.

\textbf{Proposition.} For every $r\le R$,
\begin{equation}
r^2\left(u'\dot u-u\,\dot u'\right)=2\int_0^ru^2s^2\,ds ,
\label{surf}
\end{equation}
and for normalized $u$ the right side is $2$ at $r=R$.

\emph{Proof.} With $P=ru$ and $\dot P=r\dot u$, equations (\ref{P}) and (\ref{main}) read
\begin{equation}
-\tfrac12P''+UP=0,\qquad-\tfrac12\dot P''+U\dot P=P,
\end{equation}
where $U=l(l+1)/(2r^2)+V-E$. Multiply the second by $P$, the first by $\dot P$, and subtract. The terms in $U$ cancel:
\begin{equation}
P^2=\tfrac12\left(P''\dot P-P\dot P''\right)=\tfrac12\left(P'\dot P-P\dot P'\right)'.
\end{equation}
Integrate from $0$ to $r$. The lower limit gives zero because both functions are regular, so $P'\dot P-P\dot P'=2\int_0^rP^2ds$. Finally $P'=u+ru'$ and $\dot P'=\dot u+r\dot u'$, so
\begin{equation}
P'\dot P-P\dot P'=(u+ru')r\dot u-ru(\dot u+r\dot u')=r^2(u'\dot u-u\dot u').\qquad\square
\end{equation}

Thus $h$ is not Hermitian on functions whose value and slope at $R$ are free. Equation (\ref{surf}) has two uses. First, wherever $u\ne0$, division by $-r^2u^2$ gives
\begin{equation}
\frac{\partial}{\partial r}\frac{\dot u}{u}=\frac{\partial}{\partial E}\frac{u'}{u}=-\frac{2}{r^2u^2}\int_0^ru^2s^2\,ds<0 .
\label{ratio}
\end{equation}
Both derivatives equal $(u\dot u'-u'\dot u)/u^2$. At fixed $r$ the logarithmic derivative therefore falls as the energy rises, except at the energies where $u(r,E)=0$; there it has a pole and jumps from $-\infty$ to $+\infty$. At every $r$ the ratio $P''/P=2U$ decreases with $E$: where $U<0$ the function $P$ bends more strongly toward the axis, and where $U>0$ it bends less strongly away from it.

Second, in the LAPW method the function inside the sphere is $Au+B\dot u$, with $A$ and $B$ chosen to match a given value and slope at $R$. The determinant of these two linear equations is $u\dot u'-u'\dot u=-2/R^2$, which is never zero, so the matching always has one solution. By (\ref{orth}), the squared norm of the matched function, $\int_0^R|Au+B\dot u|^2r^2\,dr$, is $|A|^2+|B|^2\langle\dot u|\dot u\rangle$, without a cross term. The absolute values are needed because $A$ and $B$ may be complex.

\section{A case solvable by hand}

Take $V=0$, $l=0$ and $E=k^2/2$. The regular solution is $P=N\sin kr$, with
\begin{equation}
N^{-2}=\int_0^R\sin^2kr\,dr=\frac R2-\frac{\sin2kR}{4k}.
\end{equation}
The derivative must be taken before a value of $k$ is inserted:
\begin{equation}
-\frac{2}{N^3}\frac{dN}{dk}=-\frac{R\cos2kR}{2k}+\frac{\sin2kR}{4k^2}.
\end{equation}
Now set $kR=\pi$. Then $N^2=2/R$, the right side is $-R/(2k)$, and $dN/dk=N^3R/(4k)=N/(2k)$. Since $dE=k\,dk$,
\begin{equation}
\dot P=\frac1k\frac{\partial P}{\partial k}=\frac Nk\left[r\cos kr+\frac{\sin kr}{2k}\right].
\label{flat}
\end{equation}

To check the differential equation, use $(r\cos kr)''=-2k\sin kr-k^2r\cos kr$. Then $-\frac12\dot P''-\frac12k^2\dot P=(N/k)\,k\sin kr=P$. The sine term in (\ref{flat}) contributes nothing here, but orthogonality depends on it. Integration by parts gives $\int_0^Rr\sin2kr\,dr=-R/(2k)$, so the overlaps of $P$ with the two terms are
\begin{equation}
\frac{N^2}{k}\left(-\frac{R}{4k}\right)=-\frac1{2k^2},\qquad
\frac{N^2}{k}\,\frac1{2k}\,\frac R2=+\frac1{2k^2}.
\end{equation}
For $R=2$ bohr, $k=1.5708$ bohr$^{-1}$ and the two overlaps are $\mp0.20264$ hartree$^{-1}$. Their sum is zero.

\section{A model d channel}

For a case without a closed form, take $l=2$ and $V=-(Z/r)e^{-r/a}$ with $Z=8$, $a=1$ bohr, $R=2$ bohr and $E=0.2$ hartree. These are round model parameters and describe no particular atom. The radial equation was solved and normalized separately at eleven energies, and $\dot u$ was formed by finite differences. Applying $h-E$ to it gives the third column below. Here $u$ and $(h-E)\dot u$ are in bohr$^{-3/2}$, and $\dot u$ is in bohr$^{-3/2}$ hartree$^{-1}$.

\begin{center}
\begin{tabular}{cccc}
$r$ (bohr) & $u$ & $(h-E)\dot u$ & $\dot u$\\
0.5 & 0.3634 & 0.3634 & $0.2137$\\
1.0 & 0.5725 & 0.5725 & $0.2414$\\
1.5 & 0.6277 & 0.6277 & $0.0565$\\
1.9 & 0.6403 & 0.6403 & $-0.1968$
\end{tabular}
\end{center}

For $n=1,2,3$ the numerical check finds (\ref{main}) satisfied to $3\times10^{-8}$ or better, relative to the largest value of $|n\,r\,u^{(n-1)}|$ at the test radii. The overlap $\langle u|\dot u\rangle$ is zero to about $5\times10^{-12}$ hartree$^{-1}$.

\textbf{The sign change of $\dot u$.} Here $u$ has no node for $0<r\le R$. The centrifugal term plus $V$ is $(3-8re^{-r})/r^2$ with $r$ in bohr. It is positive because $re^{-r}\le1/e$ and $8/e<3$. Hence $P''=-qP$ with $q<2E=0.4=\kappa^2$. Take $P>0$ near the origin, and suppose its first zero $r_1$ had $\kappa r_1<\pi$. Then $(P'\sin\kappa r-\kappa P\cos\kappa r)'=(\kappa^2-q)P\sin\kappa r>0$ up to $r_1$. The bracket starts at zero, so $P'\sin\kappa r$ would be positive at $r_1$, although $P'\le0$ there. So $r_1\ge\pi/\kappa\approx5$ bohr, which lies outside the sphere. With $u>0$, orthogonality forces $\dot u$ to change sign, and (\ref{ratio}) allows one change, from positive to negative. Raising the energy moves weight from the outer to the inner part of this sphere.

\textbf{Effect of another scaling.} If $f(0)$ is held fixed instead of the norm, the derivative $y$ still obeys $(h-E)y=u$, but $\langle u|y\rangle=-0.632$ hartree$^{-1}$. This $y$ is the regular solution of $(h-E)y=u$ for which $y/r^l$ vanishes at the origin. When it is obtained by solving that equation directly, the projection (\ref{proj}) recovers $\dot u$ to about $8\times10^{-12}$ hartree$^{-1}$ in norm.

\textbf{Surface term and higher overlaps.} At $r=R$, in atomic units, $u=0.64236$, $u'=0.02015$, $\dot u=-0.27299$ and $\dot u'=-0.78695$. Therefore
\begin{equation}
R^2(u'\dot u-u\dot u')=4\,(-0.00550+0.50550)=2.0000 .
\end{equation}
The overlaps $\langle\dot u|\dot u\rangle=0.07359$ and $\langle u|\ddot u\rangle=-0.07359$ hartree$^{-2}$ agree with (\ref{second}). With $\langle\dot u|\ddot u\rangle=0.039455$ hartree$^{-3}$, equation (\ref{third}) gives $\langle u|u^{(3)}\rangle=-0.1184$ hartree$^{-3}$, as found directly.

\textbf{Linear expansion in energy.} Taylor's theorem gives
\begin{equation}
u(E+\varepsilon)=u+\varepsilon\dot u+\tfrac12\varepsilon^2\ddot u+O(\varepsilon^3).
\end{equation}
The combination $u+\varepsilon\dot u$ thus represents the radial function at a nearby energy with an error whose norm is $\frac12\varepsilon^2\|\ddot u\|$ to leading order. For the best fit $Au+B\dot u$ with free coefficients this is only an upper bound, because the components of $\ddot u$ along $u$ and $\dot u$ can be absorbed into $A$ and $B$. Here $\|\ddot u\|=0.1681$ hartree$^{-2}$. For $\varepsilon=0.1$ hartree the estimate is $8.41\times10^{-4}$ and the computed error is $8.61\times10^{-4}$, relative to the unit norm of $u$. For $\varepsilon=0.05$ hartree they are $2.10\times10^{-4}$ and $2.13\times10^{-4}$. Halving the step divides the error by about four, as a quadratic error requires.

\section*{Values computed for the example and the checks}
\begin{verbatim}
FLAT SPHERE, l = 0, V = 0
R = 2.0 bohr, k = 1.57080 1/bohr, E = 1.23370 hartree
overlap of u with r cos(kr) part: -0.20264 1/hartree
overlap of u with sin(kr) part: 0.20264 1/hartree
<udot|udot> by hand formula: 0.58144 1/hartree^2
<udot|udot> by differences: 0.58144 1/hartree^2
MODEL d CHANNEL
l = 2, Z = 8.0, a = 1.0 bohr, R = 2.0 bohr, E = 0.2 hartree
r (bohr); u and (h-E)udot (bohr^-3/2); udot (bohr^-3/2/hartree)
r=0.5  u=0.363413  (h-E)udot=0.363413  udot=0.213740
r=1.0  u=0.572549  (h-E)udot=0.572549  udot=0.241408
r=1.5  u=0.627725  (h-E)udot=0.627725  udot=0.056465
r=1.9  u=0.640280  (h-E)udot=0.640280  udot=-0.196807
largest relative residual, n=1: 2.2e-11 (no unit)
largest relative residual, n=2: 1.8e-11 (no unit)
largest relative residual, n=3: 3.0e-08 (no unit)
<u|u> = 1.000000 (no unit)
<u|udot> = -4.7e-12 1/hartree
<udot|udot> = 0.073588 1/hartree^2
<u|u^(2)> = -0.073588 1/hartree^2
<udot|u^(2)> = 0.039455 1/hartree^3
<u|u^(3)> = -0.118364 1/hartree^3
u(R) = 0.642359 bohr^-3/2, u'(R) = 0.020155 bohr^-5/2
udot(R) = -0.272985 bohr^-3/2/hartree
udot'(R) = -0.786946 bohr^-5/2/hartree
R^2 (u' udot - u udot') at R = 2.000000 (atomic units)
fixed f(0): <u|derivative> = -0.632232 1/hartree
inhomogeneous solution y with f(0)=0: <u|y> = -0.632232 1/hartree
norm of (y - u<u|y>) - udot = 7.9e-12 1/hartree
norm of u^(2) = 0.168134 1/hartree^2
step 0.05 hartree: linear error 2.127e-04, leading term 2.102e-04 (no unit)
step 0.10 hartree: linear error 8.610e-04, leading term 8.407e-04 (no unit)
\end{verbatim}
